# The Sham–Schlüter equation and the optimized effective potential, part 1

(Sections cited here and not found follow in the second part.)

Q. I am told that the exchange-correlation potential of density-functional theory can be obtained from the many-body self-energy. The potential is local, static and real, while the self-energy is nonlocal, energy dependent and complex. What could tie them together?

A. The density ties them together, so we first write it in terms of a Green's function. We use Hartree atomic units and zero temperature. There are $N$ electrons ($N$ even) in a nondegenerate, spin-unpolarized ground state $|0\rangle$ of energy $E_0$, and all amplitudes are real. Space is a finite grid of sites $r$, so operators are matrices, $\delta_{rr}=1$, and $n(r)$ is the occupation of a site, both spins together. The continuum formulas follow on replacing sums by integrals. The Hamiltonian is the kinetic energy $T$, a local potential $v_{\rm ext}$, and
$$\hat W=\tfrac12\sum_{rr'\sigma\sigma'}w(r,r')\,\psi^\dagger_\sigma(r)\psi^\dagger_{\sigma'}(r')\psi_{\sigma'}(r')\psi_\sigma(r).$$
For one spin direction and complex $z$ the Lehmann form is
$$G(r,r';z)=\sum_m\frac{g_m(r)g_m(r')}{z-\epsilon_m}.\tag{1}$$
The sum runs over removal states, with $g_m(r)=\langle m,N-1|\psi_\sigma(r)|0\rangle$ and $\epsilon_m=E_0-E_m^{N-1}$, and over addition states, with $g_m(r)=\langle m,N+1|\psi^\dagger_\sigma(r)|0\rangle$ and $\epsilon_m=E_m^{N+1}-E_0$. Completeness of each set of states gives two sums. Over removal states alone, $\sum_m g_m(r)^2=\langle\psi_\sigma^\dagger(r)\psi_\sigma(r)\rangle=n(r)/2$. Over all states, $\sum_m g_m(r)g_m(r')=\langle\{\psi_\sigma(r),\psi_\sigma^\dagger(r')\}\rangle=\delta_{rr'}$.

We assume a gap: all removal energies lie below some real $\mu$ and all addition energies above it. With $\xi=\epsilon-\mu$, $\mathrm{Re}\,(i\omega-\xi)^{-1}=-\xi/(\omega^2+\xi^2)$, and $\int_0^\infty d\omega/(\omega^2+\xi^2)=\pi/(2|\xi|)$, so
$$\frac12+\frac1\pi\int_0^\infty d\omega\,\mathrm{Re}\frac{1}{i\omega-\xi}=\frac12-\frac12\,\mathrm{sgn}\,\xi .$$
This is 1 for a removal pole and 0 for an addition pole. Multiply by $g_m(r)^2$, sum over all $m$, use the two sums above, and double for spin:
$$n(r)=1+\frac2\pi\int_0^\infty d\omega\,\mathrm{Re}\,G(r,r;\mu+i\omega).\tag{2}$$

Q. In the continuum that 1 is $\delta(r-r)$, which is infinite. And no potential has appeared.

A. The 1 drops out of a difference. Take noninteracting electrons in any local potential $v_s$, with $h_s=T+v_s$, orbitals $\phi_p$, levels $\varepsilon_p$, and $G_s(z)=(z-h_s)^{-1}=\sum_p|p\rangle\langle p|/(z-\varepsilon_p)$. This has the form (1), so (2) holds for $G_s$ and gives the density $n_s$ of the state in which the levels below $\mu$ are doubly filled. The same $\mu$ is used for both functions and must not coincide with a level of $h_s$.

The self-energy is defined through the inverse of $G$. The inverse exists off the real axis, because for $\omega>0$ the matrix $\mathrm{Im}\,G=-\omega\sum_m g_mg_m^{T}/(\omega^2+\xi_m^2)$ is negative definite, the $g_m$ spanning the space by the anticommutator sum. Let $v_H(r)=\sum_{r'}w(r,r')n(r')$ be built from the interacting density, and define
$$G^{-1}(z)=z-T-v_{\rm ext}-v_H-\Sigma_{xc}(z),\qquad v_{xc}=v_s-v_{\rm ext}-v_H .$$
Then $G_s^{-1}=z-T-v_{\rm ext}-v_H-v_{xc}$, and subtraction gives $G_s^{-1}-G^{-1}=\Sigma_{xc}-v_{xc}$. Multiplying by $G_s$ from the left and $G$ from the right yields the Dyson equation
$$G-G_s=G_s(\Sigma_{xc}-v_{xc})G .\tag{3}$$
Take the diagonal element and apply (2) to each term on the left:
$$n(r)-n_s(r)=\frac2\pi\int_0^\infty d\omega\,\mathrm{Re}\big[G_s(\Sigma_{xc}-v_{xc})G\big](r,r;\mu+i\omega).\tag{4}$$
The integral converges. From (1), $G=1/z+M_1/z^2+\dots$ with $M_1=\sum_m\epsilon_mg_mg_m^T$, so $G^{-1}=z-M_1+O(1/z)$, the self-energy tends to a constant matrix, and the integrand falls as $\omega^{-2}$.

Equation (4) holds for every $v_s$. The Kohn–Sham potential is the $v_s$ whose ground-state density equals $n$, assuming one exists (noninteracting $v$-representability). For it $v_H[n]=v_H[n_s]$, so $v_{xc}$ is the exchange-correlation potential of density-functional theory, and the left side of (4) vanishes. With the matrix products written out,
$$\sum_{r'}v_{xc}(r')\int_0^\infty\! d\omega\,\mathrm{Re}\,G_s(r,r')G(r',r)=\sum_{r'r''}\int_0^\infty\! d\omega\,\mathrm{Re}\,G_s(r,r')\Sigma_{xc}(r',r'')G(r'',r),\tag{5}$$
all functions taken at $\mu+i\omega$. This is the Sham–Schlüter equation. It does not say that $v_{xc}$ resembles $\Sigma_{xc}$. It says that their difference, acting to all orders, changes no site occupation: one real condition per site for one real unknown per site.

Q. Equation (5) looks linear in $v_{xc}$, and a linear equation with a nonsingular kernel fixes the additive constant of the potential, which the density cannot do. Is that a contradiction?

A. The equation is not linear, since $G_s$ contains $v_{xc}$. Replace $v_{xc}$ by $v_{xc}+c$. The orbitals are unchanged and every level moves by $c$. By (4) the residual is $n-n_s$, and $n_s$ depends only on which levels lie below $\mu$. As long as none crosses $\mu$, the residual stays zero, so at fixed $\mu$ the constant is free within a window as wide as the Kohn–Sham gap. Since $\mu$ may itself be placed anywhere in the gap of $G$, the full range of allowed constants is as wide as the two gaps together. If a level does cross, the sum of (4) over sites is $N-N_s\neq0$, where $N_s$ is twice the number of levels below $\mu$. The condition on the contour is therefore that one $\mu$ lie in the gap of $G$ and in the gap of $G_s$ above level $N/2$. The same sum shows when (5) has no solution: if an approximate self-energy produces a $G$ whose density (2) does not add up to an even integer, no closed-shell $G_s$ can match it.

Q. So far you have subtracted two definitions. Show me that (5), with a frequency-dependent self-energy, returns a potential I can check.

A. Take two electrons on two sites with hopping $-t$, on-site repulsion $U$ (that is, $w=U\delta_{rr'}$, for which $\hat W=U\sum_r \hat n_{r\uparrow}\hat n_{r\downarrow}$) and site energies $\mp\Delta/2$, with round values $t=0.5$, $U=1$, $\Delta=1$ Ha. Exact diagonalization gives $E_0=-0.801938$ Ha, a midgap $\mu=0.5$ Ha, and $n_1=1.387685$, $n_2=0.612315$. The exact $\Sigma_{xc}$ is nonlocal and dynamic: the real part of its off-diagonal element is $-0.0833$ Ha at $\omega=0.1$ Ha and $-0.0029$ Ha at $\omega=10$ Ha.

Choose $v_s=\mu\mp d/2$ on sites 1 and 2. The traceless matrix $h_s-\mu$ has eigenvalues $\pm\rho$ with $\rho=\sqrt{t^2+d^2/4}$, so $\mu$ is always midgap. The projector on the lower level is $\tfrac12[1-(h_s-\mu)/\rho]$, with diagonal elements $\tfrac12(1\pm d/2\rho)$. Doubling for spin, $m\equiv(n_1-n_2)/2=d/2\rho=d/\sqrt{d^2+4t^2}$. Squaring gives $d^2(1-m^2)=4t^2m^2$, so $d=2tm/\sqrt{1-m^2}$. Here $m=0.387685$, $m^2=0.150300$, $\sqrt{1-m^2}=0.921792$, and $d=0.387685/0.921792=0.420577$ Ha. The numerical check finds the root in $d$ of the right side of (4) by frequency quadrature and obtains $0.42057697$ Ha, the same eight digits as the closed form. Then $v_{xc,2}-v_{xc,1}=d-\Delta-U(n_2-n_1)=0.420577-1+0.775370=0.19595$ Ha.

Your objection has force. The self-energy here was extracted from the exact $G$, so the test confirms signs, factors and contour and predicts nothing new. Equation (5) becomes a method when $\Sigma_{xc}$ is approximated, since it then assigns a local potential to the approximation.

Q. Then approximate. What exactly is meant by linearizing?

A. Two replacements are meant: $G\to G_s$ in the outer factor of (5), and $G\to G_s$ inside the self-energy, which is regarded as a functional of the Green's function. The Hartree potential is then built from $n_s$. With $A=\Sigma_{xc}[G_s]-v_{xc}$ the equation is $R(r)=0$, where
$$R(r)=\frac2\pi\int_0^\infty d\omega\,\mathrm{Re}\,[G_sAG_s](r,r;\mu+i\omega).\tag{6}$$
Since $G_sAG_s$ is the first-order change of $G_s$ under the perturbation $A$, equation (6) says that $A$ causes no density change at first order.

For a static real symmetric $A$ the integral is elementary. Inserting the spectral form of $G_s$ twice gives $R(r)=2\sum_{pq}\phi_p(r)A_{pq}\phi_q(r)I_{pq}$, with $A_{pq}=\langle p|A|q\rangle$ and
$$I_{pq}=\frac1\pi\int_0^\infty d\omega\,\mathrm{Re}\,K(\mu+i\omega),\qquad K(z)=\frac1{(z-\varepsilon_p)(z-\varepsilon_q)}.$$
Because $K(z^*)=K(z)^*$, this equals $\frac{1}{2\pi}\int_{-\infty}^\infty K\,d\omega=\frac1{2\pi i}\int K\,dz$ along the vertical line through $\mu$, taken upward. $K$ falls as $z^{-2}$, so the line may be closed by a large arc on the left. The loop is counterclockwise, and $I_{pq}$ is the sum of residues at occupied levels. If both levels are empty there is no pole inside. If both are occupied and distinct, the residues $1/(\varepsilon_p-\varepsilon_q)$ and $1/(\varepsilon_q-\varepsilon_p)$ cancel. If they are equal, the double pole $1/(z-\varepsilon_p)^2$ has zero residue. If one level is occupied (label $i$) and the other empty (label $a$), the single residue is $1/(\varepsilon_i-\varepsilon_a)$ in either order. The orders $(i,a)$ and $(a,i)$ contribute equally since $A_{ia}=A_{ai}$, so
$$R(r)=4\sum_{ia}\phi_i(r)\phi_a(r)\frac{A_{ai}}{\varepsilon_i-\varepsilon_a},\tag{7}$$
one factor 2 from spin and one from the two orders. For a local operator $v$, $\langle a|v|i\rangle=\sum_{r'}\phi_a(r')v(r')\phi_i(r')$, and (7) becomes $\sum_{r'}\chi_s(r,r')v(r')$ with
$$\chi_s(r,r')=4\sum_{ia}\frac{\phi_i(r)\phi_a(r)\phi_a(r')\phi_i(r')}{\varepsilon_i-\varepsilon_a}.\tag{8}$$
A change $\delta v_s$ gives $\delta G_s=G_s\,\delta v_s\,G_s$ at first order, so (2) identifies $\chi_s=\delta n_s/\delta v_s$, the static Kohn–Sham response function.

Q. Which self-energy goes in, and with what sign?

A. The equation of motion of $\psi_\sigma(r)$ contains $[\psi_\sigma(r),\hat W]=\sum_{r'\sigma'}w(r,r')\psi^\dagger_{\sigma'}(r')\psi_{\sigma'}(r')\psi_\sigma(r)$. At first order in $w$ the product is factorized by Wick's theorem. Pairing $\psi^\dagger_{\sigma'}(r')$ with its neighbour gives $n(r')\psi_\sigma(r)$ after the spin sum, which is the Hartree term. Pairing it with $\psi_\sigma(r)$ needs one exchange of fermion operators and $\sigma'=\sigma$, giving $-\gamma(r,r')\psi_\sigma(r')$ with $\gamma(r,r')=\langle\psi^\dagger_\sigma(r')\psi_\sigma(r)\rangle$. The exchange self-energy is therefore static:
$$\Sigma_x(r,r')=-w(r,r')\gamma(r,r').$$
With $G\to G_s$, $\gamma$ becomes $\gamma_s(r,r')=\sum_i\phi_i(r)\phi_i(r')$. Setting $A=\Sigma_x-v_x$ in (7), with $v_x=v_s-v_{\rm ext}-v_H[n_s]$, gives $R=\Lambda_x-\chi_sv_x$ and the equation
$$\sum_{r'}\chi_s(r,r')v_x(r')=\Lambda_x(r),\qquad \Lambda_x(r)=4\sum_{ia}\phi_i(r)\phi_a(r)\frac{\langle a|\Sigma_x|i\rangle}{\varepsilon_i-\varepsilon_a}.\tag{9}$$
For given orbitals it is linear in $v_x$. The orbitals depend on $v_x$ through $h_s$, so (9) is solved self-consistently.

Q. Can $\chi_s$ be inverted at all?

A. Not on the whole space. For any local $u$, (8) gives $u^T\chi_su=-4\sum_{ia}\langle a|u|i\rangle^2/(\varepsilon_a-\varepsilon_i)\le0$, so $\chi_s$ is negative semidefinite and $u$ is a null vector exactly when all $\langle a|u|i\rangle=0$. A constant is one, by orthogonality. A symmetric singular system is solvable when the right side is orthogonal to the null vectors, and $\sum_r\Lambda_x(r)=0$ holds because $\sum_r\phi_i\phi_a=0$. Now suppose the orbital set is complete and $u$ is a null vector. Then $u$ maps the occupied space into itself, $u(r)\phi_i(r)=\sum_jc_{ij}\phi_j(r)$. At any point with $n_s(r)>0$ the vector of values $\phi_j(r)$ is an eigenvector of the matrix $c$ with eigenvalue $u(r)$, so $u$ takes at most $N/2$ values. In the continuum a continuous $u$ on a connected region of nonzero density is then constant. On a grid, a second value would require a combination of occupied orbitals to vanish on all sites of the other values, which is a special circumstance. The argument fails when the orbital basis is truncated: the rank of $\chi_s$ cannot exceed the number of occupied–empty pairs, and if the potential has more free parameters than that plus one, (9) does not determine it.

Q. You have an integral equation from perturbation theory. The optimized effective potential is defined by an energy principle. Why should they agree?

A. The optimized effective potential (OEP) is the local $v_s$ that makes $E[v_s]=\langle\Phi|\hat H|\Phi\rangle$ stationary, where $\Phi$ is the ground-state determinant of $T+v_s$ and $\hat H$ is the full Hamiltonian. We compute the gradient without Green's functions. Wick's theorem in $\Phi$ gives $\langle\psi^\dagger_\sigma(r)\psi^\dagger_{\sigma'}(r')\psi_{\sigma'}(r')\psi_\sigma(r)\rangle=n_\sigma(r)n_{\sigma'}(r')-\delta_{\sigma\sigma'}\gamma(r,r')^2$. The spin sum of the last term gives 2, which cancels the $\tfrac12$ in $\hat W$:
$$E[\gamma]=2\,\mathrm{Tr}[(T+v_{\rm ext})\gamma]+\tfrac12\sum_{rr'}n(r)w(r,r')n(r')+E_x,\qquad E_x=-\sum_{rr'}w(r,r')\gamma(r,r')^2,$$
with $n(r)=2\gamma(r,r)$. This is the Hartree–Fock energy expression. Under a symmetric change $\delta\gamma$ the Hartree term varies by $\sum_rv_H\,\delta n=2\,\mathrm{Tr}[v_H\delta\gamma]$ and the exchange term by $-2\sum w\gamma\,\delta\gamma=2\,\mathrm{Tr}[\Sigma_x\delta\gamma]$. Hence
$$\delta E=2\,\mathrm{Tr}[F\,\delta\gamma],\qquad F=T+v_{\rm ext}+v_H+\Sigma_x=h_s+A .\tag{10}$$
First-order perturbation theory gives $\delta\phi_i=\sum_{p\ne i}\phi_pV_{pi}/(\varepsilon_i-\varepsilon_p)$ with $V_{pi}=\langle p|\delta v_s|i\rangle$, and $\delta\gamma=\sum_i(|\delta\phi_i\rangle\langle i|+|i\rangle\langle\delta\phi_i|)$. For two occupied orbitals $i,j$, orbital $i$ contributes $(|j\rangle\langle i|+|i\rangle\langle j|)V_{ji}/(\varepsilon_i-\varepsilon_j)$ and orbital $j$ the same operator with denominator $\varepsilon_j-\varepsilon_i$, so they cancel. (For degenerate occupied levels the basis is chosen with $V_{ji}=0$.) What remains is $\delta\gamma=\sum_{ia}(|a\rangle\langle i|+|i\rangle\langle a|)V_{ai}/(\varepsilon_i-\varepsilon_a)$, and (10) gives $\delta E=4\sum_{ia}F_{ai}V_{ai}/(\varepsilon_i-\varepsilon_a)$. Since $\langle a|h_s|i\rangle=0$, $F_{ai}=A_{ai}$. Writing $V_{ai}=\sum_r\phi_a\phi_i\,\delta v_s$ and comparing with (7),
$$\frac{\partial E}{\partial v_s(r)}=R(r)\quad\text{for every } v_s \text{ with a gap}.\tag{11}$$
The residual of the linearized Sham–Schlüter equation with the exchange self-energy is the energy gradient, so $R=0$ is the OEP condition. The same steps applied to $E_x$ alone give $\delta E_x=2\,\mathrm{Tr}[\Sigma_x\delta\gamma]=\sum_r\Lambda_x\,\delta v_s$. When (9) holds, and since $\chi_s$ is symmetric, this is $v_x^T\chi_s\,\delta v_s=\sum_rv_x\,\delta n$. So $v_x=\delta E_x/\delta n$ for number-conserving variations reachable by a change of potential, which is the definition of the exact-exchange potential.

We have derived the Sham–Schlüter equation from the density and shown that, when it is linearized with the exchange self-energy, its residual is the energy gradient, so its solution satisfies the OEP condition. It remains to test this numerically, fix the constant in $v_x$, compare with the full equation, and see where the argument breaks.
